# Logarithmic Roughening in Linear Edwards-Wilkinson Growth on a Square Lattice

## 1. How large a lattice, and how long a run?

Before starting a lattice Monte Carlo calculation of film growth, one must choose the number of sites and the time interval from which a roughening law will be read. If the surface follows linear Edwards-Wilkinson growth, its height variance rises linearly with $\ln t$, but only within a window. Too early, the surface still shows independent deposition on separate sites. Too late, the periodic cell limits the roughness. A slope against $\ln t$ fitted outside the window does not measure the coefficient of the logarithm.

These notes derive the logarithm, its additive constant, the corrections that bound the window, and the plateau.

## 2. The model and its noise

Heights $h_i(t)$ sit on a periodic square lattice of $N\times N$ sites with spacing $a$ and side $L=Na$. They are continuous variables, start at $h_i=0$, and obey

$$\frac{dh_i}{dt}=\frac{\nu}{a^2}\sum_{j\,\mathrm{nn}\,i}(h_j-h_i)+\eta_i,$$

$$\langle\eta_i(t)\eta_j(t')\rangle=\frac{2D}{a^2}\,\delta_{ij}\,\delta(t-t').$$

The sum runs over the four nearest neighbours, and $\nu>0$ measures smoothing. The factor $1/a^2$ in the noise is the lattice form of a two-dimensional delta function.

The strength $D$ follows from the deposition. Let each site receive independent Poisson arrivals at rate $F$, each adding height $b$. In a time $dt$ the added height has mean $Fb\,dt$ and variance $Fb^2dt$. The mean raises all sites equally and is removed. Equating the variance to $2D\,dt/a^2$ gives

$$D=\frac{Fb^2a^2}{2}.$$

Poisson noise is not Gaussian, but the variance of a linear equation depends on the noise through its covariance alone, as the solution below shows.

The quantity sought is the ensemble mean of the spatial variance about the instantaneous mean height $\bar h$:

$$w^2(t)=\Big\langle\frac1{N^2}\sum_i(h_i-\bar h)^2\Big\rangle.$$

The algebra is classical. It contains no $\hbar$ and has the same form in atomic units.

## 3. Solution by modes

Let $\mathbf r_j$ be the integer coordinates of site $j$, and define

$$h_{\mathbf q}=\frac1N\sum_j h_j e^{-i\mathbf q\cdot\mathbf r_j},\qquad \mathbf q=\frac{2\pi}{N}(n_x,n_y).$$

A shift by one site multiplies a mode by a phase, so the four neighbours give $2\cos q_x+2\cos q_y-4$. Hence

$$\frac{dh_{\mathbf q}}{dt}=-\frac{\nu}{a^2}\Lambda_{\mathbf q}h_{\mathbf q}+\eta_{\mathbf q},\qquad \Lambda_{\mathbf q}=4-2\cos q_x-2\cos q_y.$$

The transform is unitary, so each noise mode keeps the strength $2D/a^2$. From the flat start,

$$h_{\mathbf q}(t)=\int_0^t e^{-\nu\Lambda_{\mathbf q}(t-s)/a^2}\,\eta_{\mathbf q}(s)\,ds.$$

In the mean square, the delta function removes one time integral. With $\tau=\nu t/a^2$,

$$\langle|h_{\mathbf q}|^2\rangle=\frac{2D}{a^2}\int_0^t e^{-2\nu\Lambda_{\mathbf q}u/a^2}du=\frac D\nu\,\frac{1-e^{-2\Lambda_{\mathbf q}\tau}}{\Lambda_{\mathbf q}}.$$

Unitarity also gives $\sum_i h_i^2=\sum_{\mathbf q}|h_{\mathbf q}|^2$. Since $\bar h=h_{\mathbf 0}/N$, subtracting $\bar h^2$ removes the uniform mode:

$$w^2=\frac D\nu\,\frac1{N^2}\sum_{\mathbf q\ne0}\frac{1-e^{-2\Lambda_{\mathbf q}\tau}}{\Lambda_{\mathbf q}}.$$

This holds for every $N$ and $t$ in the model.

## 4. Where the logarithm comes from

Differentiation cancels the denominator:

$$\frac{dw^2}{d\tau}=\frac{2D}\nu\Big(P_N-\frac1{N^2}\Big),\qquad P_N(\tau)=\frac1{N^2}\sum_{\mathbf q}e^{-2\Lambda_{\mathbf q}\tau}.$$

For an infinite lattice the sum becomes an integral, which factorizes into the two directions:

$$P_\infty=\big[e^{-4\tau}I_0(4\tau)\big]^2,\qquad I_0(z)=\frac1\pi\int_0^\pi e^{z\cos\theta}d\theta.$$

To find its late form, set $s=\sin(\theta/2)$. Then $\cos\theta=1-2s^2$, $d\theta=2\,ds/\sqrt{1-s^2}$, and

$$e^{-z}I_0(z)=\frac2\pi\int_0^1\frac{e^{-2zs^2}}{\sqrt{1-s^2}}\,ds.$$

At large $z$ small $s$ dominates. Expand $1/\sqrt{1-s^2}=1+s^2/2+\dots$ and extend the upper limit to infinity. The Gaussian integral is $\tfrac12\sqrt{\pi/2z}$ and its mean of $s^2$ is $1/(4z)$, so

$$e^{-z}I_0(z)=\frac1{\sqrt{2\pi z}}\Big(1+\frac1{8z}+\dots\Big).$$

Squaring with $z=4\tau$ gives

$$P_\infty=\frac1{8\pi\tau}\Big(1+\frac1{16\tau}+\dots\Big),\qquad \frac{dw^2}{d\ln\tau}\to\frac{D}{4\pi\nu}.$$

This is the logarithmic law. In $d$ lateral dimensions the same factorization gives a rate proportional to $\tau^{-d/2}$. Its integral grows as $\sqrt\tau$ for $d=1$, as $\ln\tau$ for $d=2$, and stays finite for $d=3$.

In the opposite limit, $\tau\ll1$, $P_\infty\approx1$ and $w^2\approx2Dt/a^2=Fb^2t$. This is the Poisson variance of sites that have not yet exchanged height.

## 5. The additive constant

The constant is needed to locate the plateau in time. On the infinite lattice $w^2=(D/\nu)J$, with

$$J=\int\frac{d^2q}{4\pi^2}\,\frac{1-e^{-2\Lambda\tau}}{\Lambda},\qquad |q_x|,|q_y|<\pi.$$

Split the region at a small disc $|\mathbf q|=\delta$. Let $\tau\to\infty$ first, then $\delta\to0$.

**Inside the disc.** Here $\Lambda=q^2+O(q^4)$. The integrand equals $\int_0^{2\tau}e^{-\Lambda u}du$, whose derivative with respect to $\Lambda$ is at most $1/\Lambda^2$ in size. Replacing $\Lambda$ by $q^2$ therefore costs $O(\delta^2)$, uniformly in $\tau$. With $y=2\tau q^2$ and $Y=2\tau\delta^2$,

$$J_1=\frac1{2\pi}\int_0^\delta\frac{1-e^{-2\tau q^2}}q\,dq=\frac1{4\pi}\int_0^Y\frac{1-e^{-y}}y\,dy.$$

Integration by parts turns the last integral into $(1-e^{-Y})\ln Y-\int_0^Ye^{-y}\ln y\,dy$. Euler's constant is $\gamma=-\int_0^\infty e^{-y}\ln y\,dy$, so for large $Y$

$$J_1\to\frac1{4\pi}\big[\ln(2\tau\delta^2)+\gamma\big].$$

**Outside the strip $|q_x|<\delta$.** The exponential has vanished, leaving $1/\Lambda$. Put $A=4-2\cos q_x$ and $T=\tan(q_y/2)$:

$$\frac1{2\pi}\int_{-\pi}^{\pi}\frac{dq_y}{A-2\cos q_y}=\frac1{2\pi}\int_{-\infty}^{\infty}\frac{2\,dT}{(A-2)+(A+2)T^2}=\frac1{\sqrt{A^2-4}}.$$

With $s=\sin(q_x/2)$, $A-2=4s^2$ and $A+2=4(1+s^2)$, so the root is $4s\sqrt{1+s^2}$ for $q_x>0$. Both signs of $q_x$ contribute equally. Setting $u=q_x/2$ and then $c=\cos u$,

$$J_2=\frac1{2\pi}\int_{\delta/2}^{\pi/2}\frac{du}{\sin u\sqrt{1+\sin^2u}}=\frac1{2\pi}\int_0^{c_1}\frac{dc}{(1-c^2)\sqrt{2-c^2}},$$

where $c_1=\cos(\delta/2)$. Substitute $v=c/\sqrt{2-c^2}$. Then $1-c^2=(1-v^2)/(1+v^2)$ and $dc/\sqrt{2-c^2}=dv/(1+v^2)$, so the integrand becomes $dv/(1-v^2)$, with integral $\operatorname{artanh}v$. The upper limit is $v_1=1-\delta^2/4+\dots$, and

$$J_2=\frac1{4\pi}\ln\frac{1+v_1}{1-v_1}\to\frac1{2\pi}\Big(\frac32\ln2-\ln\delta\Big).$$

**In the strip but outside the disc.** Replace $1/\Lambda$ by $1/q^2$. Their difference is bounded and the strip has area $O(\delta)$. Extending the strip beyond $|q_y|=\pi$ also costs $O(\delta)$. At polar angle $\varphi$, $q$ runs from $\delta$ to $\delta/|\cos\varphi|$, hence

$$J_3=\frac1{4\pi^2}\int_0^{2\pi}\ln\frac1{|\cos\varphi|}\,d\varphi=\frac{\ln2}{2\pi}.$$

The angular integral follows from $K=\int_0^{\pi/2}\ln\sin\varphi\,d\varphi$. Adding the equal integral of $\ln\cos\varphi$ gives $2K=\int_0^{\pi/2}\ln(\tfrac12\sin2\varphi)\,d\varphi=-\tfrac\pi2\ln2+K$, so $K=-\tfrac\pi2\ln2$. Four quadrants supply $2\pi\ln2$.

In the sum $J_1+J_2+J_3$, $\ln\delta$ cancels and six factors of 2 collect in the logarithm. For $1\ll\tau\ll N^2$,

$$w^2\simeq\frac D{4\pi\nu}\Big[\ln\frac{64\nu t}{a^2}+\gamma\Big].$$

The constant belongs to this lattice. In a continuum with wavevectors cut off at $|\mathbf k|=k_c$, the disc calculation alone gives $\ln(2\nu tk_c^2)+\gamma$ in the bracket. The slope is the same, but the variance diverges as $k_c\to\infty$. A short-distance cutoff is therefore part of the statement.

## 6. What the periodic cell does during growth

A sum over the allowed $\mathbf q$ equals the infinite-lattice kernel summed over periodic images, because $N^{-2}\sum_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$ selects displacements that are multiples of $N$. For $\tau\gg1$, an image at distance $r$ contributes

$$\int\frac{d^2q}{4\pi^2}\,e^{i\mathbf q\cdot\mathbf r-2\tau q^2}=\frac{e^{-r^2/8\tau}}{8\pi\tau}.$$

Two changes follow. The missing uniform mode subtracts $2\tau/N^2$ from $\nu w^2/D$. The four images at $r=N$ add, with $y=N^2/8s$,

$$2\int_0^\tau\frac{4e^{-N^2/8s}}{8\pi s}\,ds=\frac1\pi\int_{N^2/8\tau}^\infty\frac{e^{-y}}y\,dy=\frac1\pi E_1\!\Big(\frac{N^2}{8\tau}\Big).$$

Integrating the $1/(16\tau)$ term of $P_\infty$ supplies the early correction. Together, for $\tau\gg1$ and up to about $\tau=N^2/16$, beyond which more distant images are also needed,

$$w^2\simeq\frac D{4\pi\nu}\Big[\ln(64\tau)+\gamma-\frac1{16\tau}-\frac{8\pi\tau}{N^2}+4E_1\!\Big(\frac{N^2}{8\tau}\Big)\Big].$$

While the images are negligible, the local slope divided by $D/(4\pi\nu)$ is $1+1/(16\tau)-8\pi\tau/N^2$. If each correction may be at most $\epsilon$, the window is

$$\frac1{16\epsilon}\lesssim\tau\lesssim\frac{\epsilon N^2}{8\pi}.$$

Its ends have the ratio $2\epsilon^2N^2/\pi$. For $\epsilon=0.05$ and $N=256$ this is about 100, or two decades. The estimate is slightly generous, because the lower end $\tau=1.25$ is not large: the slope ratio of the mode sum is 1.058 there. It stays within 5% of one from $\tau=1.41$ to $132$, a ratio of 93. Three decades need $N\approx850$. Each further decade multiplies the number of sites by ten, and the run must also be ten times longer.

## 7. The plateau

At long times $w^2_{\rm sat}=(2D/\nu)\int_0^\infty(P_N-N^{-2})\,d\tau$. Let

$$y=\frac{8\pi\tau}{N^2},\qquad \theta(y)=\sum_{n=-\infty}^\infty e^{-\pi n^2y}.$$

For large $N$ and $\tau\gg1$, $2\Lambda\tau\approx\pi(n_x^2+n_y^2)y$, so $P_N\approx\theta(y)^2/N^2$. Split the integral at $y=1$, that is $\tau=N^2/8\pi$, and use $2\,d\tau=N^2dy/4\pi$. The contributions to $4\pi\nu w^2_{\rm sat}/D$ are:

- infinite lattice up to $y=1$: $\ln(8N^2/\pi)+\gamma$;
- missing uniform mode up to $y=1$: $-1$;
- images up to $y=1$: $\int_0^1(\theta^2-1/y)\,dy$;
- everything after $y=1$: $\int_1^\infty(\theta^2-1)\,dy$.

The mode sum and the image sum are two forms of the same Gaussian kernel, which gives $\theta(y)^2=\theta(1/y)^2/y$. With $x=1/y$, the third item becomes $\int_1^\infty(\theta(x)^2-1)\,dx/x$. Hence, for large $N$,

$$w^2_{\rm sat}\simeq\frac D{4\pi\nu}(2\ln N+C_s),$$

$$C_s=\ln\frac8\pi+\gamma-1+\int_1^\infty(\theta^2-1)\Big(1+\frac1y\Big)dy.$$

Numerical quadrature gives 0.1009 for the integral and $C_s=0.6128$.

The last modes to settle are the four with $\Lambda\approx4\pi^2/N^2$. They give

$$w^2_{\rm sat}-w^2\simeq\frac D{\pi^2\nu}\,e^{-8\pi^2\tau/N^2}.$$

A crossover time can be defined by extending the logarithm until it meets the plateau. Equating the brackets,

$$\ln(64\tau_\times)+\gamma=2\ln N+C_s,\qquad \tau_\times=\frac{N^2}{64}e^{C_s-\gamma}.$$

Thus $t_\times\propto L^2/\nu$. The true curve bends smoothly around this point.

## 8. A worked growth run

Take round model parameters: $a=3$ Å, $b=2$ Å, $F=0.5$ s⁻¹ per site, $\nu=1.8$ Å²/s and $N=256$, so $L=768$ Å. No material is implied. Then

$$D=\frac{0.5\times2^2\times3^2}2=9\ \text{Å}^4/\text{s},\qquad \frac D\nu=5\ \text{Å}^2,\qquad \frac{a^2}\nu=5\ \text{s}.$$

The slope is $5/(4\pi)=0.3979$ Å² per unit of $\ln t$ (1.421 bohr²), or 0.916 Å² per decade. The table compares the full mode sum with the bare logarithm. The last column is the local slope of the mode sum, found by finite differences and divided by $D/(4\pi\nu)$.

| $t$ (s) | sum (Å²) | log (Å²) | slope ratio |
|---:|---:|---:|---:|
| 5 | 1.857 | 1.884 | 1.077 |
| 50 | 2.797 | 2.801 | 1.003 |
| 500 | 3.701 | 3.717 | 0.962 |
| 5000 | 4.480 | 4.633 | 0.618 |
| 50000 | 4.657 | 5.549 | 0.000 |

At 500 s, $\tau=100$ and the uniform-mode term is $8\pi\times100/256^2=0.038$. It accounts for the slope ratio of 0.962. Between 50 and 500 s the variance rises by 0.905 Å², 1.3% below the ideal rise per decade. Between 500 and 5000 s it rises by 0.779 Å², 15% below. The second interval would give a poor estimate of $D/\nu$, although the variance at its end is only 3% below the logarithm.

A power law fitted to the same data would also mislead. The apparent exponent of $w$ is $\tfrac12\,d\ln w^2/d\ln t$. At 500 s it is $0.3979\times0.962/(2\times3.701)=0.052$. Within the window it falls as $w^2$ grows, so it is not a growth exponent.

The plateau is

$$w^2_{\rm sat}=0.3979\,(2\ln256+0.6128)=4.657\ \text{Å}^2,$$

so $w_{\rm sat}=2.158$ Å, or 4.078 bohr. The crossover is at $\tau_\times=1024\,e^{0.6128-0.5772}=1061$, or $t_\times=5306$ s. The mean height grows at $Fb=1$ Å/s, so the film is then about 5306 Å thick. The mode sum gives 4.495 Å² at that time, 3.5% below the plateau.

## 9. What a Monte Carlo run adds

A simulation adds statistical and time-step errors. Consider 24 independent runs with $N=64$ and the other parameters unchanged. Each step advances $\tau$ by $\Delta=0.02$: the heights are smoothed with the explicit neighbour formula, then a Poisson number of arrivals is added at each site.

In units of $D/\nu$, one step maps a mode variance $S$ to $(1-\Delta\Lambda)^2S+2\Delta$. Its stationary value is

$$S=\frac{2\Delta}{1-(1-\Delta\Lambda)^2}=\frac1{\Lambda(1-\Delta\Lambda/2)}\approx\frac1\Lambda+\frac\Delta2.$$

Once most modes are stationary, $w^2$ is therefore too high by about $(D/\nu)\Delta/2=0.05$ Å².

At $\tau=2$ the runs give $2.212\pm0.019$ Å² (one standard error), against 2.142 Å² from the mode sum. The excess of 0.070 Å² is nearly four standard errors. Subtracting the estimated bias leaves 0.020 Å², about one standard error. At $\tau=20$ the runs give $3.017\pm0.059$ Å², against 3.026 Å². After the same subtraction the result is about one standard error low.

The standard error at $\tau=20$ corresponds to a sample run-to-run spread of $0.059\sqrt{24}\approx0.29$ Å², nearly 10% of the mean. With only 24 runs this estimate is rough, and here it is high. For Gaussian modes the variance of $w^2$ between runs is $2N^{-4}\sum_{\mathbf q\ne0}\langle|h_{\mathbf q}|^2\rangle^2$, and Poisson arrivals add little at this time; the true spread is about 0.22 Å², or 7% of the mean. The rise of 0.88 Å² between $\tau=2$ and $\tau=20$ scatters by about 0.24 Å² from run to run, so one run of this size cannot fix the slope to a few per cent. Averaging over runs reduces this scatter but does not remove the time-step bias or widen the time window.

## 10. Conditions for using the law

**Initial roughness.** If the starting heights are independent with variance $\sigma_0^2$, each mode gains $\sigma_0^2e^{-2\Lambda\tau}$. The extra variance is $\sigma_0^2(P_N-N^{-2})$, or about $\sigma_0^2/(8\pi\tau)$ inside the window. It fades, but it can distort an early fit.

**Correlated arrivals.** In atomic layer deposition an occupied site may block its neighbours, so arrivals need not be independent. Suppose the noise is still uncorrelated in time but has a smooth strength $D(\mathbf q)$. The late rate comes from small $\mathbf q$, so the logarithmic slope contains $D(\mathbf 0)$. If that value is zero, this logarithm is absent.

**Other surface physics.** The derivation assumes linear smoothing of continuous heights. It does not cover growth rates that depend nonlinearly on slope, integer-height effects or surface chemistry. A variance that looks straight against $\ln t$ over a short interval does not by itself establish the linear model. A stronger comparison uses several cell sizes: the slope inside the window should not change, the plateau should rise by $(D/2\pi\nu)\ln2$ when $L$ doubles, and the crossover time should grow fourfold.
